# Which dielectric function controls self-consistent-field convergence? A referee's comment: a program that tests the result

```python
"""
Result under test: self-consistent-field (SCF) density mixing is governed by
    J = 1 - chi0 (v + f_xc),
not by the test-charge dielectric function eps_tc = 1/(1 + v chi).
They are related by J = (1 - chi0 f_xc) (1 + chi v)^(-1); in jellium this is
    eps_tc = J / (1 - f_xc chi0).
Symbols (hartree atomic units): chi0 = Kohn-Sham density response,
chi = interacting density response, v = 4 pi/q^2, f_xc = d v_xc/d n (LDA).
The SCF map is computed explicitly for 3D jellium with density waves along z:
plane waves along z, in-plane Fermi disc integrated analytically.
Densities and potentials are stored as coefficients of cos(m q z), m >= 1.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from pyscf.dft import libxc

# ---- LDA functional: Dirac exchange + Perdew-Wang 1992 correlation ----
n_s = sp.symbols("n", positive=True)
rs_s = (3 / (4 * sp.pi * n_s)) ** sp.Rational(1, 3)
A_C = 0.031091
poly = (7.5957 * sp.sqrt(rs_s) + 3.5876 * rs_s
        + 1.6382 * rs_s ** sp.Rational(3, 2) + 0.49294 * rs_s ** 2)
e_corr = -2 * A_C * (1 + 0.21370 * rs_s) * sp.log(1 + 1 / (2 * A_C * poly))
e_exch = -sp.Rational(3, 4) * (3 * n_s / sp.pi) ** sp.Rational(1, 3)
energy_density = n_s * (e_exch + e_corr)
exc_density = sp.lambdify(n_s, energy_density, "numpy")
v_xc = sp.lambdify(n_s, sp.diff(energy_density, n_s), "numpy")
f_xc = sp.lambdify(n_s, sp.diff(energy_density, n_s, 2), "numpy")


def density_of(rs):
    return 3 / (4 * np.pi * rs ** 3)


def fermi_k(n):
    return (3 * np.pi ** 2 * n) ** (1 / 3)


def lindhard(q, kf):
    x = q / (2 * kf)
    shape = 0.5 + (1 - x * x) / (4 * x) * np.log(abs((1 + x) / (1 - x)))
    return -kf / np.pi ** 2 * shape


class JelliumCell:
    """Kohn-Sham map for jellium with period 2 pi/q along z."""

    def __init__(self, rs, use_xc=True, m_max=10, n_k=80, n_z=64):
        self.n0 = density_of(rs)
        self.kf = fermi_k(self.n0)
        self.q = 0.3 * self.kf
        self.length = 2 * np.pi / self.q
        self.use_xc, self.n_k, self.n_z = use_xc, n_k, n_z
        m = np.arange(-m_max, m_max + 1)
        # k and -k give the same density, so half the zone is enough
        k = (np.arange(n_k) + 0.5) / n_k * self.q / 2
        self.kinetic = 0.5 * (k[:, None] + m * self.q) ** 2
        self.order = abs(m[:, None] - m[None, :])
        self.harm = np.arange(1, 2 * m_max + 1)
        z_phase = 2 * np.pi * np.arange(n_z) / n_z
        self.cosines = np.cos(np.outer(z_phase, self.harm))
        self.v = 4 * np.pi / (self.harm * self.q) ** 2

    def density(self, pot):
        """Density coefficients of non-interacting electrons in pot."""
        v_mat = np.concatenate(([0.0], pot / 2))[self.order]
        size = v_mat.shape[0]
        ham = np.repeat(v_mat[None], self.n_k, axis=0)
        idx = np.arange(size)
        ham[:, idx, idx] += self.kinetic
        e, c = np.linalg.eigh(ham)
        # the weight of a level is (mu - e)/pi: both spins, in-plane disc
        s = np.sort(e.ravel())
        target = np.pi * self.n_k * self.n0 * self.length
        trial = (target + np.cumsum(s)) / np.arange(1, s.size + 1)
        mu = trial[np.argmax(trial[:-1] <= s[1:])]
        w = np.maximum(mu - e, 0) / np.pi
        x = (c * np.sqrt(w)[:, None, :]).transpose(1, 0, 2).reshape(size, -1)
        dm = x @ x.T
        diag_sums = np.array([np.trace(dm, offset=int(h)) for h in self.harm])
        return 2 * diag_sums / (self.length * self.n_k)

    def profile(self, a):
        return self.n0 + self.cosines @ a

    def internal_potential(self, a):
        pot = self.v * a
        if self.use_xc:
            pot = pot + 2 / self.n_z * self.cosines.T @ v_xc(self.profile(a))
        return pot

    def scf_map(self, a, ext):
        return self.density(ext + self.internal_potential(a))


def unit(cell, size, index=0):
    vec = np.zeros(cell.harm.size)
    vec[index] = size
    return vec


def measured_jacobian(cell):
    a = unit(cell, 1e-6 * cell.n0)
    return (a - cell.scf_map(a, 0 * a))[0] / a[0]


def measured_screening(cell, step):
    """Screening factors for a test charge and for an electron."""
    ext = unit(cell, 1e-5)
    a = 0 * ext
    for _ in range(8):
        a = a + step * (cell.scf_map(a, ext) - a)
    assert abs(cell.scf_map(a, ext) - a)[0] < 1e-9 * abs(a[0])
    test_charge = ext[0] / (ext[0] + cell.v[0] * a[0])
    electron = ext[0] / (ext[0] + cell.internal_potential(a)[0])
    return test_charge, electron


def error_factor(cell, step, n_steps):
    """Last ratio of successive errors in a real mixing run."""
    a = unit(cell, 1e-6 * cell.n0)
    for _ in range(n_steps):
        old = a[0]
        a = a + step * (cell.scf_map(a, 0 * a) - a)
    return a[0] / old


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# ---- uniform jellium at three densities ----
rows = {}


def store(label, value):
    rows.setdefault(label, []).append(value)


for rs in (2.0, 5.0, 6.0):
    cell = JelliumCell(rs)
    n0, kf, q = cell.n0, cell.kf, cell.q
    f = float(f_xc(n0))
    lib = libxc.eval_xc("LDA_X,LDA_C_PW", np.array([n0]), spin=0, deriv=2)
    assert close(float(v_xc(n0)), lib[1][0][0], 1e-4)
    assert close(f, lib[2][0][0], 1e-4)

    chi0 = lindhard(q, kf)
    chi0_num = cell.density(unit(cell, 1e-6))[0] / 1e-6
    assert close(chi0_num, chi0, 1e-4)

    v = cell.v[0]
    jac = 1 - (v + f) * chi0
    local = 1 - f * chi0
    eps_tc = jac / local
    jac_num = measured_jacobian(cell)
    eps_num, electron_num = measured_screening(cell, 1 / jac)
    assert close(jac_num, jac, 1e-3)
    assert close(electron_num, jac, 1e-3)
    assert close(eps_num, eps_tc, 5e-3)

    # compressibility ratio from the curvature of the energy density
    def total(n):
        kin = 0.3 * (3 * np.pi ** 2) ** (2 / 3) * n ** (5 / 3)
        return kin + exc_density(n)
    h = 1e-3 * n0
    curvature = (total(n0 + h) - 2 * total(n0) + total(n0 - h)) / h ** 2
    kappa_ratio = curvature * kf / np.pi ** 2
    assert abs(kappa_ratio - (1 + f * kf / np.pi ** 2)) < 1e-5

    # the uniform state is stable against density waves of any length
    q_scan = np.linspace(0.0103, 8.0, 4001) * kf
    j_scan = 1 - (4 * np.pi / q_scan ** 2 + f) * lindhard(q_scan, kf)
    assert j_scan.min() > 0

    # plain mixing just below and just above the limit 2/J
    below = error_factor(cell, 1.9 / jac, 12)
    above = error_factor(cell, 2.1 / jac, 12)
    assert abs(below + 0.9) < 2e-3 and abs(above + 1.1) < 2e-3
    if eps_tc > 0:
        assert 1.9 / jac > 2 / eps_tc   # converges beyond the believed limit

    # preconditioned mixing with each candidate dielectric function
    chi0_m = lindhard(cell.harm * q, kf)
    inv_tc = (1 - f * chi0_m) / (1 - (cell.v + f) * chi0_m)
    inv_rpa = 1 / (1 - cell.v * chi0_m)
    fac_tc = error_factor(cell, inv_tc, 12)
    fac_rpa = error_factor(cell, inv_rpa, 2)
    assert abs(fac_tc - f * chi0) < 2e-3
    assert abs(fac_rpa - f * chi0 / (1 - v * chi0)) < 2e-3
    assert (abs(fac_tc) > 1) == (eps_tc < 0)

    store("r_s (bohr)", rs)
    store("density n0 (bohr^-3)", n0)
    store("k_F (bohr^-1)", kf)
    store("q (bohr^-1)", q)
    store("v (hartree bohr^3)", v)
    store("f_xc (hartree bohr^3)", f)
    store("chi0 Lindhard (1/(hartree bohr^3))", chi0)
    store("chi0 from KS solver (same unit)", chi0_num)
    store("1 - f_xc chi0 at q (no unit)", local)
    store("kappa0/kappa, q to 0 (no unit)", kappa_ratio)
    store("RPA 1 - v chi0 (no unit)", 1 - v * chi0)
    store("J formula (no unit)", jac)
    store("J measured, one SCF pass (no unit)", jac_num)
    store("electron screening measured (no unit)", electron_num)
    store("eps_tc formula (no unit)", eps_tc)
    store("eps_tc measured (no unit)", eps_num)
    store("smallest J over all q (no unit)", j_scan.min())
    store("true step limit 2/J (no unit)", 2 / jac)
    store("believed limit 2/eps_tc (no unit)", 2 / eps_tc)
    store("error factor, step 1.9/J (no unit)", below)
    store("error factor, step 2.1/J (no unit)", above)
    store("error factor, precond 1/eps_tc", fac_tc)
    store("error factor, precond 1/RPA", fac_rpa)

# ---- without exchange-correlation the two functions coincide ----
hartree = JelliumCell(5.0, use_xc=False)
j_hartree = measured_jacobian(hartree)
eps_hartree, _ = measured_screening(hartree, 1 / j_hartree)
assert close(j_hartree, eps_hartree, 1e-4)

# ---- density at which the long-wave test-charge function changes sign ----
rs_crit = brentq(lambda r: 1 + f_xc(density_of(r))
                 * fermi_k(density_of(r)) / np.pi ** 2, 3, 8)
assert 5.0 < rs_crit < 6.0

# ---- strongly modulated gas: operators as matrices ----
cell = JelliumCell(5.0)
size = cell.harm.size
ks_pot = unit(cell, 0.015) + unit(cell, 0.005, 1)
a_ref = cell.density(ks_pot)
ext_ref = ks_pot - cell.internal_potential(a_ref)  # makes a_ref self-consistent
n_prof = cell.profile(a_ref)
assert n_prof.min() > 0
J = np.zeros((size, size))
chi0_mat = np.zeros((size, size))
chi_mat = np.zeros((size, size))
for i in range(size):
    d = unit(cell, 1e-9, i)
    diff = cell.scf_map(a_ref + d, ext_ref) - cell.scf_map(a_ref - d, ext_ref)
    J[:, i] = -diff / 2e-9
    J[i, i] += 1
    d = unit(cell, 1e-6, i)
    diff = cell.density(ks_pot + d) - cell.density(ks_pot - d)
    chi0_mat[:, i] = diff / 2e-6
J_inv = np.linalg.inv(J)
for i in range(size):
    ends = []
    for sign in (1, -1):
        ext = ext_ref + sign * unit(cell, 1e-6, i)
        a = a_ref.copy()
        for _ in range(3):
            a = a + J_inv @ (cell.scf_map(a, ext) - a)
        ends.append(a)
    chi_mat[:, i] = (ends[0] - ends[1]) / 2e-6
f_mat = 2 / cell.n_z * cell.cosines.T @ (f_xc(n_prof)[:, None] * cell.cosines)
one = np.eye(size)
inv_eps = one + chi_mat * cell.v[None, :]
identity_error = abs(J @ inv_eps - (one - chi0_mat @ f_mat)).max()
jacobian_error = abs(J - (one - chi0_mat @ (np.diag(cell.v) + f_mat))).max()
assert identity_error < 2e-3 and jacobian_error < 2e-3
lam, vecs = np.linalg.eig(J)
inv_lam = np.linalg.eigvals(inv_eps)
assert abs(lam.imag).max() < 1e-3 and abs(inv_lam.imag).max() < 1e-3
top = np.argmax(lam.real)
lam_max = lam.real[top]
mode = vecs[:, top].real
mode = mode / np.linalg.norm(mode)
mode_factors = []
for scale in (1.9, 2.1):
    a = a_ref + 1e-9 * mode
    for _ in range(8):
        old = a - a_ref
        a = a + scale / lam_max * (cell.scf_map(a, ext_ref) - a)
    mode_factors.append((a - a_ref) @ old / (old @ old))
    assert abs(mode_factors[-1] - (1 - scale)) < 5e-3

# ---- printed results ----
print("Uniform jellium, density wave with q = 0.3 k_F; three densities")
for label, values in rows.items():
    print(f"{label:40s}" + "".join(f"{x:13.5g}" for x in values))
slow = rows["error factor, precond 1/eps_tc"][1]
fast = rows["error factor, precond 1/RPA"][1]
print("Steps for error x 1e-6 at r_s = 5 bohr, from measured factors:")
print("  precond 1/eps_tc (steps):", int(np.ceil(np.log(1e-6) / np.log(abs(slow)))))
print("  precond 1/RPA (steps):", int(np.ceil(np.log(1e-6) / np.log(abs(fast)))))
print(f"Critical r_s, kappa0/kappa = 0 (bohr): {rs_crit:.3f}")
print("Hartree only, r_s = 5 bohr:")
print(f"  J measured (no unit): {j_hartree:.4f}")
print(f"  eps_tc measured (no unit): {eps_hartree:.4f}")
print("Modulated gas, mean density of r_s = 5 bohr:")
print(f"  KS potential cos(qz) part (hartree): {ks_pot[0]:.4f}")
print(f"  KS potential cos(2qz) part (hartree): {ks_pot[1]:.4f}")
print(f"  lowest density / mean (no unit): {n_prof.min() / cell.n0:.3f}")
print(f"  highest density / mean (no unit): {n_prof.max() / cell.n0:.3f}")
print(f"  largest eigenvalue of J (no unit): {lam_max:.3f}")
print(f"  smallest eigenvalue of J (no unit): {lam.real.min():.3f}")
print(f"  smallest eigenvalue of 1 + chi v (no unit): {inv_lam.real.min():.5f}")
print(f"  error factor, step 1.9/largest (no unit): {mode_factors[0]:.4f}")
print(f"  error factor, step 2.1/largest (no unit): {mode_factors[1]:.4f}")
print(f"  largest deviation, operator identity: {identity_error:.1e}")
print(f"  largest deviation, J from chi0, v, f_xc: {jacobian_error:.1e}")
print("PASS")
```

Output:

```
Uniform jellium, density wave with q = 0.3 k_F; three densities
r_s (bohr)                                          2            5            6
density n0 (bohr^-3)                         0.029842    0.0019099    0.0011052
k_F (bohr^-1)                                 0.95958      0.38383      0.31986
q (bohr^-1)                                   0.28787      0.11515     0.095958
v (hartree bohr^3)                             151.64       947.73       1364.7
f_xc (hartree bohr^3)                         -3.6539      -24.383      -35.714
chi0 Lindhard (1/(hartree bohr^3))          -0.096493    -0.038597    -0.032164
chi0 from KS solver (same unit)             -0.096493    -0.038597    -0.032164
1 - f_xc chi0 at q (no unit)                  0.64742      0.05888     -0.14872
kappa0/kappa, q to 0 (no unit)                0.64475     0.051736     -0.15744
RPA 1 - v chi0 (no unit)                       15.632        37.58       44.896
J formula (no unit)                            15.279       36.639       43.747
J measured, one SCF pass (no unit)             15.279       36.639       43.747
electron screening measured (no unit)          15.279       36.639       43.747
eps_tc formula (no unit)                         23.6       622.26      -294.16
eps_tc measured (no unit)                        23.6       622.26      -294.16
smallest J over all q (no unit)               0.96347      0.89442      0.86839
true step limit 2/J (no unit)                  0.1309     0.054587     0.045717
believed limit 2/eps_tc (no unit)            0.084745    0.0032141    -0.006799
error factor, step 1.9/J (no unit)               -0.9         -0.9         -0.9
error factor, step 2.1/J (no unit)               -1.1         -1.1         -1.1
error factor, precond 1/eps_tc                0.35257      0.94112       1.1487
error factor, precond 1/RPA                  0.022555     0.025043     0.025586
Steps for error x 1e-6 at r_s = 5 bohr, from measured factors:
  precond 1/eps_tc (steps): 228
  precond 1/RPA (steps): 4
Critical r_s, kappa0/kappa = 0 (bohr): 5.250
Hartree only, r_s = 5 bohr:
  J measured (no unit): 37.5799
  eps_tc measured (no unit): 37.5799
Modulated gas, mean density of r_s = 5 bohr:
  KS potential cos(qz) part (hartree): 0.0150
  KS potential cos(2qz) part (hartree): 0.0050
  lowest density / mean (no unit): 0.621
  highest density / mean (no unit): 1.213
  largest eigenvalue of J (no unit): 35.511
  smallest eigenvalue of J (no unit): 0.886
  smallest eigenvalue of 1 + chi v (no unit): -0.00176
  error factor, step 1.9/largest (no unit): -0.9000
  error factor, step 2.1/largest (no unit): -1.1000
  largest deviation, operator identity: 1.2e-09
  largest deviation, J from chi0, v, f_xc: 1.6e-09
PASS
```
